# Two-particle coherent potential approximation and the resistivity of a one-band alloy: verification in Python

```python
"""Two-particle CPA for a one-band binary alloy with site-diagonal disorder.

Result under test: <G(z1) C G(z2)> = Gbar1 (C + Gamma) Gbar2 with a
site-diagonal Gamma; Gamma_n = Lambda <n|<G1 C G2>|n>, and
Lambda = (Sigma1 - Sigma2)/(F1 - F2) (Ward identity).  Gamma vanishes for the
velocity, and for weak disorder the resistivity is proportional to c(1-c).

Symbols: site levels 0 (A) and delta (B, fraction c); Sigma self-energy;
F site-diagonal averaged Green function; t single-site t-matrix;
N(E) density of states per spin and site; X(E) = average of v_x^2 delta(E-e_k).
Energies in eV, lengths in angstrom, times in 1/eV, resistivity in
angstrom*hbar/e^2.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.optimize import newton
from scipy.special import j0, j1

HOP = 0.5
LATTICE = 3.0
DELTA = 0.4
ELECTRONS = 0.7


def t_matrices(sigma, site_green, delta):
    shift = np.array([0.0, delta]) - sigma
    return shift / (1 - shift * site_green)


def solve_cpa(z, c, delta, band_green):
    """Return Sigma and F satisfying <t> = 0."""
    weights = np.array([1 - c, c])
    sigma = c * delta + c * (1 - c) * delta**2 * band_green(z - c * delta)
    for _ in range(5000):
        site_green = band_green(z - sigma)
        mean_t = weights @ t_matrices(sigma, site_green, delta)
        step = mean_t / (1 + mean_t * site_green)
        sigma = sigma + step
        if abs(step) < 1e-12:
            return sigma, band_green(z - sigma)
    raise RuntimeError("CPA iteration did not converge")


# ---------------- eight-site ring: exact averages against the CPA -----------
SITES = 8
unit = np.eye(SITES)
shift_op = np.roll(unit, 1, axis=0)
hopping = -HOP * (shift_op + shift_op.T)
velocity = 1j * HOP * (shift_op - shift_op.T)
projector = np.diag(unit[0])
ring_levels = np.linalg.eigvalsh(hopping)


def ring_green(zeta):
    return np.mean(1 / (zeta - ring_levels))


def ring_two_particle(operator, z1, z2, c, delta):
    """Solve the local vertex equation as a linear system over sites."""
    s1, f1 = solve_cpa(z1, c, delta, ring_green)
    s2, f2 = solve_cpa(z2, c, delta, ring_green)
    g1 = np.linalg.inv((z1 - s1) * unit - hopping)
    g2 = np.linalg.inv((z2 - s2) * unit - hopping)
    lam0 = np.array([1 - c, c]) @ (t_matrices(s1, f1, delta)
                                   * t_matrices(s2, f2, delta))
    pair = g1 * g2.T
    pair_off = pair - np.diag(np.diag(pair))
    bare = g1 @ operator @ g2
    gamma = np.linalg.solve(unit - lam0 * pair_off, lam0 * np.diag(bare))
    full = g1 @ (operator + np.diag(gamma)) @ g2
    return dict(gamma=gamma, full=full, bare=bare, g1=g1, g2=g2, s1=s1, s2=s2,
                f1=f1, f2=f2, vertex=lam0 / (1 + lam0 * f1 * f2))


configs = np.array(list(itertools.product([0, 1], repeat=SITES)))


def ring_exact(operator, z1, z2, c, delta):
    count_b = configs.sum(axis=1)
    prob = c**count_b * (1 - c)**(SITES - count_b)
    ham = hopping + delta * configs[:, :, None] * unit
    g1 = np.linalg.inv(z1 * unit - ham)
    g2 = np.linalg.inv(z2 * unit - ham)
    return np.einsum('p,pij->ij', prob, g1 @ operator @ g2)


Z1, Z2, C_RING = 0.3 + 0.8j, -0.2 - 0.6j, 0.3
orders = {}
for name, operator in (("site projector", projector),
                       ("hopping energy", hopping), ("velocity", velocity)):
    err_full, err_bare = [], []
    for d in (0.1, 0.05):
        exact = ring_exact(operator, Z1, Z2, C_RING, d)
        res = ring_two_particle(operator, Z1, Z2, C_RING, d)
        err_full.append(np.linalg.norm(res["full"] - exact))
        err_bare.append(np.linalg.norm(res["bare"] - exact))
    orders[name] = (np.log2(err_full[0] / err_full[1]),
                    np.log2(err_bare[0] / err_bare[1]))
    assert abs(orders[name][0] - 4) < 0.3
    expected_bare = 4 if name == "velocity" else 2
    assert abs(orders[name][1] - expected_bare) < 0.3

# Ward identity, weak and strong disorder, opposite and equal half-planes
for d in (0.4, 2.0):
    for z2 in (Z2, -0.2 + 0.6j):
        res = ring_two_particle(unit, Z1, z2, C_RING, d)
        ward_vertex = (res["s1"] - res["s2"]) / (res["f1"] - res["f2"])
        assert abs(res["vertex"] - ward_vertex) < 1e-8
        assert np.allclose(res["gamma"], -(res["s1"] - res["s2"]) / (Z1 - z2),
                           atol=1e-9)
        ward_side = -(res["g1"] - res["g2"]) / (Z1 - z2)
        assert np.allclose(res["full"], ward_side, atol=1e-9)
        assert np.linalg.norm(res["bare"] - ward_side) > 1e-3
        local = np.diag(res["full"])
        assert np.allclose(res["gamma"], res["vertex"] * local, atol=1e-9)

gamma_v = np.max(abs(ring_two_particle(velocity, Z1, Z2, C_RING, DELTA)["gamma"]))
gamma_h = np.max(abs(ring_two_particle(hopping, Z1, Z2, C_RING, DELTA)["gamma"]))
assert gamma_v < 1e-12 and gamma_h > 1e-3

# the vertex equation is a contraction
z_near = 0.3 + 0.1j
s_near, f_near = solve_cpa(z_near, C_RING, DELTA, ring_green)
g_near = np.linalg.inv((z_near - s_near) * unit - hopping)
mean_t2 = (np.array([1 - C_RING, C_RING])
           @ abs(t_matrices(s_near, f_near, DELTA))**2)
contraction = mean_t2 * (np.sum(abs(g_near[0])**2) - abs(g_near[0, 0])**2)
assert 0 < contraction < 1

# a band without e(k) = e(-k): the velocity source is still zero
k = 2 * np.pi * np.arange(400) / 400
skew_band = -2 * HOP * np.cos(k) + 0.3 * np.sin(2 * k)
skew_v = 2 * HOP * np.sin(k) + 0.6 * np.cos(2 * k)
summand = skew_v / ((0.1 + 0.3j - skew_band) * (-0.2 - 0.4j - skew_band))
assert abs(np.mean(summand)) < 1e-10 and np.mean(abs(summand)) > 0.1

# ---------------- simple cubic lattice ---------------------------------------
# Lattice sums are written as integrals over time of products of Bessel functions.
gauss_x, gauss_w = np.polynomial.legendre.leggauss(12)
panels = np.arange(0.0, 3000.0, 2.0)
times = (panels[:, None] + 1 + gauss_x).ravel()
time_w = np.tile(gauss_w, len(panels))
arg = 2 * HOP * times
return_amp = time_w * j0(arg)**3
velocity_amp = time_w * 4 * (HOP * LATTICE)**2 * j1(arg) / arg * j0(arg)**2
cosines = np.cos(np.pi * (np.arange(16) + 0.5) / 16)
coarse_band = -2 * HOP * (cosines[:, None, None] + cosines[:, None]
                          + cosines).ravel()


def cubic_green(zeta):
    zeta = complex(zeta)
    if zeta.imag < 0:
        return np.conj(cubic_green(np.conj(zeta)))
    if zeta.imag >= 1.0:
        return np.mean(1 / (zeta - coarse_band))
    return -1j * np.dot(np.exp(1j * zeta * times), return_amp)


def velocity_transform(zeta):
    """P = average of v_x^2/(zeta - e_k), and its derivative."""
    wave = np.exp(1j * zeta * times) * velocity_amp
    return -1j * np.sum(wave), np.sum(times * wave)


u_x, u_w = np.polynomial.legendre.leggauss(40)
u_x, u_w = (u_x + 1) / 2, u_w / 2


def filling(energy, c, delta, eta=0.0):
    """States per spin and site below energy, integrated up the imaginary axis."""
    total = 0.0
    for u, w in zip(u_x, u_w):
        y = eta + u / (1 - u)
        site = solve_cpa(energy + 1j * y, c, delta, cubic_green)[1]
        total += w * site.real / (1 - u)**2
    return 0.5 + total / np.pi


def fermi_energy(c, delta, guess, electrons=ELECTRONS):
    return newton(lambda e: filling(e, c, delta) - electrons / 2,
                  guess, x1=guess + 0.02, tol=1e-9)


def spectral_velocity_sum(zeta):
    """Average over k of v_x^2 (Im Gbar_k)^2."""
    p, dp = velocity_transform(zeta)
    return 0.5 * (-p.imag / zeta.imag + dp.real)


e_pure = fermi_energy(0.0, 0.0, -0.5)
f_pure = cubic_green(e_pure)
dos = -f_pure.imag / np.pi
x_pure = -velocity_transform(e_pure)[0].imag / np.pi
volume = LATTICE**3


def nordheim(c, delta):
    return np.pi * volume * delta**2 * c * (1 - c) * dos / x_pure


def resistivity(c, delta):
    e_f = fermi_energy(c, delta, e_pure + c * delta)
    sigma, _ = solve_cpa(e_f, c, delta, cubic_green)
    zeta = e_f - sigma
    rho = np.pi * volume / (2 * spectral_velocity_sum(zeta))
    return rho, e_f, -sigma.imag, zeta


table = {c: resistivity(c, DELTA) for c in (0.1, 0.25, 0.5, 0.75, 0.9)}

# direct k sum for the 50 percent alloy
rho_half, ef_half, width_half, zeta_half = table[0.5]
angles = np.pi * (np.arange(160) + 0.5) / 160
plane = -2 * HOP * (np.cos(angles)[:, None] + np.cos(angles))
sum_v, sum_g = 0.0, 0.0
for kx in angles:
    detuning = zeta_half.real + 2 * HOP * np.cos(kx) - plane
    im_g = width_half / (detuning**2 + width_half**2)
    sum_v += (2 * HOP * LATTICE * np.sin(kx))**2 * np.mean(im_g**2) / 160
    sum_g += np.mean(im_g) / 160
rho_mesh = np.pi * volume / (2 * sum_v)
assert abs(rho_mesh / rho_half - 1) < 1e-3
assert abs(sum_g / -cubic_green(zeta_half).imag - 1) < 1e-3

# electron count against the integrated density of states
eta = 0.05
e_low = -3.5
r_x, r_w = np.polynomial.legendre.leggauss(200)
half_span = (ef_half - e_low) / 2
counted = sum(w * half_span * -solve_cpa(e_low + half_span * (x + 1) + 1j * eta,
                                         0.5, DELTA, cubic_green)[1].imag / np.pi
              for x, w in zip(r_x, r_w))
contour = filling(ef_half, 0.5, DELTA, eta) - filling(e_low, 0.5, DELTA, eta)
assert abs(counted - contour) < 1e-5

# Ward identity on the cubic lattice
za, zb, c_w = -0.3 + 0.05j, -0.1 - 0.02j, 0.25
sa, fa = solve_cpa(za, c_w, DELTA, cubic_green)
sb, fb = solve_cpa(zb, c_w, DELTA, cubic_green)
lam0 = np.array([1 - c_w, c_w]) @ (t_matrices(sa, fa, DELTA)
                                   * t_matrices(sb, fb, DELTA))
lam_average = lam0 / (1 + lam0 * fa * fb)
lam_ward = (sa - sb) / (fa - fb)
assert abs(lam_average - lam_ward) < 1e-9

# weak-disorder limit and its first skew correction
D_WEAK = 0.1
ratio_lo = resistivity(0.25, D_WEAK)[0] / nordheim(0.25, D_WEAK)
ratio_hi = resistivity(0.75, D_WEAK)[0] / nordheim(0.75, D_WEAK)
skew_cpa = (ratio_lo - ratio_hi) / 2
skew_formula = 2 * (1 - 2 * 0.25) * D_WEAK * f_pure.real
even_weak = (ratio_lo + ratio_hi) / 2 - 1
even_main = (table[0.25][0] / nordheim(0.25, DELTA)
             + table[0.75][0] / nordheim(0.75, DELTA)) / 2 - 1
assert abs(skew_cpa / skew_formula - 1) < 0.05
assert abs(even_weak) < 0.01 and abs(even_weak) < 0.5 * abs(even_main)

# a different filling changes the Nordheim coefficient
dos_mid = -cubic_green(0.0).imag / np.pi
x_mid = -velocity_transform(0.0)[0].imag / np.pi
coef = np.pi * volume * DELTA**2 * dos / x_pure
coef_mid = np.pi * volume * DELTA**2 * dos_mid / x_mid
assert abs(coef_mid / coef - 1) > 0.02

to_microohm_cm = constants.hbar / constants.e**2 * 1e-10 * 1e8

print("RING of", SITES, "sites, hopping", HOP, "eV, c =", C_RING)
print(f"z1 = {Z1} eV, z2 = {Z2} eV")
print("order in delta of the error (delta 0.1 and 0.05 eV):")
for name, (with_vertex, without) in orders.items():
    print(f"  {name}: with vertex {with_vertex:.2f}, without {without:.2f}")
print(f"largest |Gamma_n|, velocity in hop*site units, delta {DELTA} eV: "
      f"{gamma_v:.1e} eV")
print(f"largest |Gamma_n|, hopping energy, delta {DELTA} eV: {gamma_h:.4f} eV")
print(f"contraction number at z = {z_near} eV: {contraction:.3f}")
print("CUBIC MODEL: hopping", HOP, "eV, lattice constant", LATTICE, "angstrom")
print(f"delta = {DELTA} eV, electrons per atom = {ELECTRONS}")
print(f"Ward test at c = {c_w}, z1 = {za} eV, z2 = {zb} eV")
print(f"  Lambda from <t1 t2>:   {lam_average:.6f} eV^2")
print(f"  Lambda from dSigma/dF: {lam_ward:.6f} eV^2")
print(f"pure-band Fermi energy E0 = {e_pure:.4f} eV")
print(f"N(E0) = {dos:.4f} per eV, spin and site")
print(f"Re F0(E0) = {f_pure.real:.4f} 1/eV")
print(f"X(E0) = {x_pure:.4f} eV angstrom^2")
print(f"Nordheim coefficient rho/(c(1-c)) = {coef:.4f} angstrom hbar/e^2")
print(f"same coefficient at 1 electron per atom = {coef_mid:.4f} "
      "angstrom hbar/e^2")
print("c, E_F (eV), width -Im Sigma (eV), rho CPA, rho Nordheim")
print("   (both angstrom hbar/e^2), ratio, 1 + first skew correction")
for c, (rho, e_f, width, _) in table.items():
    first = 1 + 2 * (1 - 2 * c) * DELTA * f_pure.real
    print(f"  {c:.2f} {e_f:.4f} {width:.5f} {rho:.4f} {nordheim(c, DELTA):.4f}"
          f" {rho / nordheim(c, DELTA):.4f} {first:.4f}")
print(f"rho at c = 0.5 from direct k sum: {rho_mesh:.4f} angstrom hbar/e^2")
print(f"rho at c = 0.5: {rho_half * to_microohm_cm:.3f} microohm cm")
print(f"weak case delta = {D_WEAK} eV, ratio CPA/Nordheim:")
print(f"  c = 0.25: {ratio_lo:.5f}, c = 0.75: {ratio_hi:.5f}")
print(f"  half difference {skew_cpa:.5f}, skew formula {skew_formula:.5f}")
print(f"  mean ratio minus 1: {even_weak:.5f}; "
      f"at delta = {DELTA} eV: {even_main:.5f}")
print("tests ok")
```

Output:

```
RING of 8 sites, hopping 0.5 eV, c = 0.3
z1 = (0.3+0.8j) eV, z2 = (-0.2-0.6j) eV
order in delta of the error (delta 0.1 and 0.05 eV):
  site projector: with vertex 3.99, without 1.99
  hopping energy: with vertex 4.00, without 1.94
  velocity: with vertex 3.96, without 3.96
largest |Gamma_n|, velocity in hop*site units, delta 0.4 eV: 8.7e-18 eV
largest |Gamma_n|, hopping energy, delta 0.4 eV: 0.0028 eV
contraction number at z = (0.3+0.1j) eV: 0.244
CUBIC MODEL: hopping 0.5 eV, lattice constant 3.0 angstrom
delta = 0.4 eV, electrons per atom = 0.7
Ward test at c = 0.25, z1 = (-0.3+0.05j) eV, z2 = (-0.1-0.02j) eV
  Lambda from <t1 t2>:   0.028305+0.000114j eV^2
  Lambda from dSigma/dF: 0.028305+0.000114j eV^2
pure-band Fermi energy E0 = -0.5250 eV
N(E0) = 0.2864 per eV, spin and site
Re F0(E0) = -0.2065 1/eV
X(E0) = 1.3854 eV angstrom^2
Nordheim coefficient rho/(c(1-c)) = 2.8058 angstrom hbar/e^2
same coefficient at 1 electron per atom = 2.5755 angstrom hbar/e^2
c, E_F (eV), width -Im Sigma (eV), rho CPA, rho Nordheim
   (both angstrom hbar/e^2), ratio, 1 + first skew correction
  0.10 -0.4888 0.01059 0.2063 0.2525 0.8169 0.8678
  0.25 -0.4325 0.02411 0.4695 0.5261 0.8925 0.9174
  0.50 -0.3335 0.03629 0.7074 0.7015 1.0084 1.0000
  0.75 -0.2298 0.02877 0.5615 0.5261 1.0674 1.0826
  0.90 -0.1668 0.01367 0.2667 0.2525 1.0563 1.1322
rho at c = 0.5 from direct k sum: 0.7074 angstrom hbar/e^2
rho at c = 0.5: 29.061 microohm cm
weak case delta = 0.1 eV, ratio CPA/Nordheim:
  c = 0.25: 0.97799, c = 0.75: 1.01946
  half difference -0.02074, skew formula -0.02065
  mean ratio minus 1: -0.00127; at delta = 0.4 eV: -0.02008
tests ok
```
